# Surface generation velocity of a depleted interface with uniform state density: a program that tests the result

```python
"""
Result under test: steady electron-hole generation at a depleted surface,
    G = s * ni,   s = (pi/2) * sigma * v * kT * Dit,
for a uniform interface-state density Dit, equal capture cross sections sigma,
equal thermal speeds v, and surface densities n, p far below ni.
Energies are in eV measured from the intrinsic level Ei; lengths are in cm.
The reference side solves the two-state master equation (state filled or empty)
at each energy and integrates the carrier flows over the band gap.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp

temperature = 300.0      # K
gap = 1.1                # eV, Ei at the centre
ni = 1.0e10              # cm^-3
sigma = 1.0e-16          # cm^2
speed = 1.0e7            # cm/s
dit = 1.0e10             # cm^-2 eV^-1
kT = constants.k * temperature / constants.e   # eV


def state_flows(energy, n, p, sigma_n=sigma, sigma_p=sigma):
    """Occupancy and net electron and hole emission of one state, per second."""
    x = energy / kT
    cn, cp = sigma_n * speed, sigma_p * speed
    en, ep = cn * ni * np.exp(x), cp * ni * np.exp(-x)
    emptying = en + cp * p
    filling = ep + cn * n
    matrix = np.empty((len(energy), 2, 2))
    matrix[:, 0, 0] = -emptying
    matrix[:, 0, 1] = filling
    matrix[:, 1, :] = 1.0
    rhs = np.zeros((len(energy), 2, 1))
    rhs[:, 1, 0] = 1.0
    solution = np.linalg.solve(matrix, rhs)
    filled, empty = solution[:, 0, 0], solution[:, 1, 0]
    electron_flow = en * filled - cn * n * empty
    hole_flow = ep * empty - cp * p * filled
    return filled, electron_flow, hole_flow


def close(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


grid = np.linspace(-gap / 2, gap / 2, 4001)

# Emission rates must reproduce Fermi occupancy and no net flow in equilibrium.
fermi_level = 3.0 * kT
n_eq, p_eq = ni * np.exp(3.0), ni * np.exp(-3.0)
filled, flow_n, flow_p = state_flows(grid, n_eq, p_eq)
fermi = 1.0 / (1.0 + np.exp((grid - fermi_level) / kT))
assert np.max(np.abs(filled - fermi)) < 1e-10
gross = sigma * speed * n_eq
assert np.max(np.abs(flow_n)) < 1e-9 * gross
assert np.max(np.abs(flow_p)) < 1e-9 * gross

# Main result, from electron flow and from hole flow.
s = np.pi / 2 * sigma * speed * kT * dit
filled0, flow_n0, flow_p0 = state_flows(grid, 0.0, 0.0)
G_numeric = simpson(dit * flow_n0, x=grid)
G_holes = simpson(dit * flow_p0, x=grid)
assert close(G_numeric, s * ni, 1e-7)
assert close(G_holes, s * ni, 1e-7)

# Approach to the steady state, starting from a filled state at x = 0.8.
x_test = 0.8
rate_n = sigma * speed * ni * np.exp(x_test)
rate_p = sigma * speed * ni * np.exp(-x_test)
tau_test = 1.0 / (2 * sigma * speed * ni * np.cosh(x_test))
run = solve_ivp(lambda t, f: rate_p * (1 - f) - rate_n * f,
                (0.0, 30 * tau_test), [1.0], t_eval=[tau_test, 30 * tau_test],
                rtol=1e-10, atol=1e-12)
f_steady = 1.0 / (1.0 + np.exp(2 * x_test))
assert abs(run.y[0, 1] - f_steady) < 1e-7
assert abs((run.y[0, 0] - f_steady) / (1 - f_steady) - np.exp(-1)) < 1e-7
assert close(rate_n * run.y[0, 1],
             sigma * speed * ni / (2 * np.cosh(x_test)), 1e-6)

# Finite gap: use a narrow, off-centre range so that the loss is visible.
low, high = 2.0, 3.0
short = np.linspace(-low * kT, high * kT, 2001)
G_short = simpson(dit * state_flows(short, 0.0, 0.0)[1], x=short)
lost = 2 / np.pi * (np.arctan(np.exp(-low)) + np.arctan(np.exp(-high)))
assert close(G_short, s * ni * (1 - lost), 1e-8)
lost_gap = 4 / np.pi * np.arctan(np.exp(-gap / (2 * kT)))

# Energy windows that hold a given fraction of the generation.
windows = {}
for fraction in (0.5, 0.9):
    half_width = kT * np.arcsinh(np.tan(np.pi * fraction / 2))
    inner = np.linspace(-half_width, half_width, 2001)
    part = simpson(dit * state_flows(inner, 0.0, 0.0)[1], x=inner)
    assert close(part / G_numeric, fraction, 1e-6)
    windows[fraction] = half_width


def carrier_factor(n, p):
    """Closed form of G/(s ni) with residual surface carriers."""
    c = (n + p) / (2 * ni)
    if c < 1:
        shape = np.arccos(c) / np.sqrt(1 - c * c)
    else:
        shape = np.arccosh(c) / np.sqrt(c * c - 1)
    return (1 - n * p / ni**2) * 2 / np.pi * shape


n_weak = p_weak = 5.0e8      # cm^-3
n_flood, p_flood = 0.0, 1.0e12
for n, p in ((n_weak, p_weak), (n_flood, p_flood), (3e9, 8e9)):
    direct = simpson(dit * state_flows(grid, n, p)[1], x=grid)
    assert close(direct / (s * ni), carrier_factor(n, p), 1e-6)

# Non-uniform density: linear slope cancels, curvature adds a small factor.
w = 0.25                     # eV
G_slope = simpson(dit * (1 + grid / w) * flow_n0, x=grid)
G_curved = simpson(dit * (1 + (grid / w) ** 2) * flow_n0, x=grid)
curved_factor = 1 + np.pi**2 / 4 * (kT / w) ** 2
assert close(G_slope, s * ni, 1e-6)
assert close(G_curved, s * ni * curved_factor, 1e-6)

# Unequal cross sections: geometric mean and shifted most active level.
sigma_n, sigma_p = 2.0e-15, 2.0e-17
flow_unequal = state_flows(grid, 0.0, 0.0, sigma_n, sigma_p)[1]
G_unequal = simpson(dit * flow_unequal, x=grid)
s_unequal = np.pi / 2 * np.sqrt(sigma_n * sigma_p) * speed * kT * dit
shift = kT / 2 * np.log(sigma_p / sigma_n)
assert close(G_unequal, s_unequal * ni, 1e-6)
assert abs(grid[np.argmax(flow_unequal)] - shift) <= grid[1] - grid[0]

peak_rate = np.max(flow_n0)
active_states = np.pi * kT * dit
assert close(active_states * peak_rate, G_numeric, 1e-6)
settling = 1.0 / (2 * sigma * speed * ni)

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Band gap: {gap:.1f} eV")
print(f"Intrinsic density ni: {ni:.1e} cm^-3")
print(f"Cross section sigma: {sigma:.1e} cm^2")
print(f"Thermal speed v: {speed:.1e} cm/s")
print(f"Interface-state density Dit: {dit:.1e} cm^-2 eV^-1")
print(f"Surface generation velocity s, formula: {s:.5f} cm/s")
print(f"Same from master equation: {G_numeric / ni:.5f} cm/s")
print(f"Generation rate G: {s * ni:.4e} cm^-2 s^-1")
print(f"Generation current density: {constants.e * s * ni * 1e9:.4f} nA/cm^2")
print(f"Peak pair rate per state, at Ei: {peak_rate:.4f} s^-1")
print(f"Active states pi kT Dit: {active_states:.4e} cm^-2")
print(f"Longest settling time, at Ei: {settling:.4f} s")
print(f"Fraction lost by finite gap: {lost_gap:.2e} (no unit)")
print(f"Half-width holding 50% of G: {windows[0.5]:.4f} eV")
print(f"Half-width holding 90% of G: {windows[0.9]:.4f} eV")
print(f"Weak residual carriers n = p: {n_weak:.1e} cm^-3")
print(f"  G/(s ni): {carrier_factor(n_weak, p_weak):.4f} (no unit)")
print(f"Hole-flooded surface, n = 0, p: {p_flood:.1e} cm^-3")
print(f"  G/(s ni): {carrier_factor(n_flood, p_flood):.4f} (no unit)")
print(f"Curved density, width w: {w:.2f} eV")
print(f"  factor on s: {curved_factor:.4f} (no unit)")
print(f"Unequal sigma_n: {sigma_n:.1e} cm^2")
print(f"Unequal sigma_p: {sigma_p:.1e} cm^2")
print(f"  geometric mean: {np.sqrt(sigma_n * sigma_p):.1e} cm^2")
print(f"  s: {s_unequal:.5f} cm/s")
print(f"  most active level relative to Ei: {shift:.4f} eV")
print("PASS")
```

Output:

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Band gap: 1.1 eV
Intrinsic density ni: 1.0e+10 cm^-3
Cross section sigma: 1.0e-16 cm^2
Thermal speed v: 1.0e+07 cm/s
Interface-state density Dit: 1.0e+10 cm^-2 eV^-1
Surface generation velocity s, formula: 0.40608 cm/s
Same from master equation: 0.40608 cm/s
Generation rate G: 4.0608e+09 cm^-2 s^-1
Generation current density: 0.6506 nA/cm^2
Peak pair rate per state, at Ei: 5.0000 s^-1
Active states pi kT Dit: 8.1216e+08 cm^-2
Longest settling time, at Ei: 0.0500 s
Fraction lost by finite gap: 7.33e-10 (no unit)
Half-width holding 50% of G: 0.0228 eV
Half-width holding 90% of G: 0.0657 eV
Weak residual carriers n = p: 5.0e+08 cm^-3
  G/(s ni): 0.9669 (no unit)
Hole-flooded surface, n = 0, p: 1.0e+12 cm^-3
  G/(s ni): 0.0586 (no unit)
Curved density, width w: 0.25 eV
  factor on s: 1.0264 (no unit)
Unequal sigma_n: 2.0e-15 cm^2
Unequal sigma_p: 2.0e-17 cm^2
  geometric mean: 2.0e-16 cm^2
  s: 0.81216 cm/s
  most active level relative to Ei: -0.0595 eV
PASS
```
